# Silica's heat capacity: an effective Einstein temperature and the classical error

## The problem

The heat capacity of silica, SiO2, at \(T=300\) K is given as \(C=44.5\) J/(mol K), where one mole means one mole of SiO2 formula units. Treat the vibrations of the solid as independent harmonic oscillators, all with the same level spacing \(k\theta\). Here \(k\) is Boltzmann's constant and \(\theta\), a temperature, is called the Einstein temperature.

(a) What heat capacity does classical statistical mechanics predict?

(b) Derive the heat capacity of the quantum oscillators as a function of \(\theta/T\).

(c) Show that the given \(C\) fixes exactly one \(\theta\), and find it, first by hand.

(d) By how much does the classical value exceed the given one, and what error follows for the temperature rise of a heated oxide?

(e) How firmly is \(\theta\) determined, given the rounding of \(C\), the difference between constant pressure and constant volume, and anharmonicity?

Use \(R=8.3145\) J/(mol K). For silica glass take these rough values: density 2.20 g/cm3, bulk modulus 37 GPa and volume expansion coefficient \(1.5\times10^{-6}\) per K. The molar mass is 60.083 g/mol.

## Hints

1. Count the modes per formula unit, not per atom. Each mode has a kinetic and a potential energy, both quadratic.
2. The partition function of a harmonic oscillator is a geometric series. Its logarithm gives the mean energy by one derivative.
3. Write the heat capacity with \(\sinh\) of half the argument and take a square root before inverting. The function left over has a power series with positive coefficients, and two terms beyond the constant lead to a quadratic equation.
4. An overestimate needs a reference. Take it relative to the given value.
5. For the sensitivity, use logarithmic derivatives. For the pressure correction, regard the entropy as a function of \(T\) and \(V\).

## Solution

### (a) The classical value

A formula unit has three atoms, and each atom moves in three directions, so there are \(3\times3=9\) modes per unit. The six rigid motions of the whole sample are negligible among some \(10^{24}\) modes.

Let a quadratic energy term be \(aq^2/2\), where \(q\) is a coordinate or a momentum and \(a>0\). With \(\beta=1/(kT)\), its classical weight integrates to

\[
z=\int_{-\infty}^{\infty}e^{-\beta aq^2/2}\,dq=\sqrt{\frac{2\pi}{\beta a}} .
\]

Differentiating the integrand with respect to \(\beta\) brings down \(-aq^2/2\), so the mean energy of the term is

\[
-\frac{d\ln z}{d\beta}=\frac{1}{2\beta}=\frac{kT}{2},
\]

whatever the value of \(a\). Two such terms give \(kT\) per mode. For one mole of formula units, \(U=9RT\), and therefore

\[
C_{\rm cl}=9R=74.83\ \text{J/(mol K)} .
\]

No frequency appears in this result. The classical theory cannot be repaired by adjusting the stiffness of the bonds.

### (b) The quantum value

The levels of one oscillator are \((n+\tfrac12)k\theta\), with \(n=0,1,2,\dots\). Let \(x=\theta/T=\beta k\theta\). The partition function is

\[
Z=e^{-x/2}\sum_{n=0}^{\infty}e^{-nx}=\frac{e^{-x/2}}{1-e^{-x}},
\qquad
\ln Z=-\frac{x}{2}-\ln(1-e^{-x}).
\]

Since \(dx/d\beta=k\theta\), the mean energy is

\[
\varepsilon=-\frac{d\ln Z}{d\beta}
=k\theta\left[\frac12+\frac{e^{-x}}{1-e^{-x}}\right]
=k\theta\left[\frac12+\frac{1}{e^x-1}\right].
\]

The zero-point term \(k\theta/2\) does not depend on temperature and drops out of the heat capacity. For the other term, \(dx/dT=-\theta/T^2=-x/T\), so

\[
\frac{d\varepsilon}{dT}
=k\theta\left[-\frac{e^x}{(e^x-1)^2}\right]\left(-\frac{x}{T}\right)
=k\,\frac{x^2e^x}{(e^x-1)^2}.
\]

The two minus signs cancel, and \(\theta/T\) supplied the second factor of \(x\). Now set \(u=x/2\). Because \(e^x-1=e^{u}(e^{u}-e^{-u})=2e^{u}\sinh u\), the denominator is \(4e^x\sinh^2u\), while \(x^2=4u^2\). Nine modes per formula unit give

\[
C=9R\,E(x),\qquad E(x)=\left(\frac{u}{\sinh u}\right)^2,\qquad u=\frac{\theta}{2T}.
\]

There are two limits. When \(T\gg\theta\), \(\sinh u\approx u(1+u^2/6)\), so

\[
E\approx\left(1+\frac{u^2}{6}\right)^{-2}\approx1-\frac{u^2}{3}=1-\frac{x^2}{12},
\]

and \(C\) approaches \(9R\) from below. When \(T\ll\theta\), \(\sinh u\approx e^u/2\), so \(E\approx x^2e^{-x}\): the heat capacity dies out exponentially, because no excitation costs less than \(k\theta\).

### (c) The inversion

Setting \(9R(u/\sinh u)^2=C\) and taking the positive square root gives

\[
\frac{\sinh u}{u}=s,\qquad s=\sqrt{\frac{9R}{C}} .
\]

The left side has the series

\[
\frac{\sinh u}{u}=1+\frac{u^2}{6}+\frac{u^4}{120}+\frac{u^6}{5040}+\cdots .
\]

All its coefficients are positive. For \(u>0\) it therefore rises steadily from 1 and grows without bound, so it takes each value \(s>1\) once. Every heat capacity between 0 and \(9R\) corresponds to one Einstein temperature. A value above \(9R\) would have none, and would show that the model had failed.

For silica \(C/(9R)=0.5947\) and \(s=1.2968\). Keep the terms through \(u^4\), write \(v=u^2\), and multiply by 120:

\[
v^2+20v-120(s-1)=0,\qquad v=-10+\sqrt{100+120(s-1)} .
\]

The other root is negative and cannot be a square of a real \(u\). Numerically,

\[
v=-10+\sqrt{135.6}=1.645,\qquad u=1.283,
\]

\[
\theta=2uT=2\times1.2827\times300\ \text{K}=769.6\ \text{K}.
\]

The dropped terms are positive. The truncated series thus lies below the true function and needs a slightly larger \(u\) to reach \(s\), which makes this \(\theta\) slightly too high. The first dropped term is \(u^6/5040=8.8\times10^{-4}\), and the slope of the left side is about \(u/3+u^3/30=0.50\). The correction is therefore \(\delta u\approx-0.0018\), or about \(-1.1\) K in \(\theta\). A numerical root search on the full equation gives \(x=2.5617\) and

\[
\theta=768.5\ \text{K},
\]

in agreement with the corrected hand value. To the accuracy that the model deserves, \(\theta\) is near 770 K. The corresponding quantum is \(k\theta=66.2\) meV, or 534 cm\(^{-1}\) as a wavenumber.

### (d) The classical overestimate

The comparison at 300 K is

\[
\frac{C_{\rm cl}}{C}=\frac{74.83}{44.5}=1.68,\qquad
C_{\rm cl}-C=30.3\ \text{J/(mol K)} .
\]

The classical value is too high by 68% of the given one. Stated the other way, the given value lies 41% below the classical one. The two percentages describe the same gap with different references.

In the model the reason is the size of the quantum. At 300 K the thermal energy is \(kT=25.9\) meV, well below \(k\theta=66.2\) meV. The probability of the ground level is \(e^{-x/2}/Z=1-e^{-x}\), so the probability of being in any excited level is \(e^{-x}=0.077\). About 92% of the oscillators are in their ground level at a given moment. The heat capacity is still 59% of the classical value, because each excitation carries \(2.56\,kT\): written as \(E=x^2e^{-x}/(1-e^{-x})^2\), the small factor \(e^{-x}=0.077\) is multiplied by \(x^2=6.56\) and divided by \((1-e^{-x})^2=0.852\). The classical oscillator has no such threshold and takes up energy at the full rate \(k\) at every temperature.

The high-temperature limit shows when the classical value becomes good. There \(C_{\rm cl}/C-1\approx x^2/12\). An overestimate of 1% requires \(x=\sqrt{0.12}=0.346\), that is, \(T=2.9\,\theta\), or about 2200 K. This is above silica's melting point of roughly 2000 K. If this \(\theta\) held at all temperatures, the harmonic model of solid silica would never be classical to within 1%. This is a statement about the model. The measured \(C_p\) is not bounded by \(9R\), as the last section notes.

For a heated oxide, the heat capacity per volume is what counts. The molar volume of the glass is \(60.083/2.20=27.31\) cm3/mol, so

\[
c=\frac{44.5}{27.31}=1.63\ \text{J/(cm}^3\,\text{K)},\qquad
c_{\rm cl}=\frac{74.83}{27.31}=2.74\ \text{J/(cm}^3\,\text{K)} .
\]

Deposit 1.0 J/cm3 in an oxide that exchanges no heat with its surroundings. The rise is small enough for \(c\) to be treated as constant:

\[
\Delta T=\frac{1.0}{1.629}\ \text{K}=0.61\ \text{K},\qquad
\Delta T_{\rm cl}=\frac{1.0}{2.740}\ \text{K}=0.36\ \text{K}.
\]

An overestimated heat capacity means an underestimated temperature rise. The classical prediction errs on the unsafe side if the question is how hot the oxide becomes.

### (e) How firmly \(\theta\) is determined

**Rounding.** From \(\ln C=\ln(9R)+2\ln u-2\ln\sinh u\), and with \(u\) proportional to \(\theta\) at fixed \(T\),

\[
\frac{d\ln C}{d\ln\theta}=u\frac{d\ln C}{du}=2-2u\coth u=2-x\coth\frac{x}{2}.
\]

At \(x=2.5617\) this is \(-0.990\). A heat capacity higher by 1% means an Einstein temperature lower by about 1%. The given value is rounded to 0.1 J/(mol K), so it is uncertain by at least 0.05 J/(mol K), which shifts \(\theta\) by 0.9 K. The decimal in 768.5 K has no physical weight.

The formula also shows where the inversion is poor. For small \(x\), \(x\coth(x/2)\approx2+x^2/6\), so the derivative tends to \(-x^2/6\). Near the classical limit \(C\) hardly depends on \(\theta\), and a small error in \(C\) becomes a large error in \(\theta\). At 300 K silica is far enough from that limit.

**Constant pressure.** Heat capacities of solids are normally measured at constant pressure, \(C_p\), and the given value is read in that sense. The oscillators, with their fixed frequencies, give the value at constant volume, \(C_V\). Start from the entropy \(S(T,V)\) and let \(V\) follow \(T\) at constant pressure \(P\):

\[
C_p=T\left(\frac{\partial S}{\partial T}\right)_P
=C_V+T\left(\frac{\partial S}{\partial V}\right)_T\left(\frac{\partial V}{\partial T}\right)_P .
\]

The free energy \(F\) obeys \(dF=-S\,dT-P\,dV\). Equality of its mixed second derivatives gives \((\partial S/\partial V)_T=(\partial P/\partial T)_V\). Along a path of constant pressure,

\[
0=\left(\frac{\partial P}{\partial T}\right)_V+\left(\frac{\partial P}{\partial V}\right)_T\left(\frac{\partial V}{\partial T}\right)_P .
\]

With the bulk modulus \(B=-V(\partial P/\partial V)_T\) and the expansion coefficient \(\alpha=(\partial V/\partial T)_P/V\), this says

\[
\left(\frac{\partial P}{\partial T}\right)_V=\frac{B}{V}\,\alpha V=\alpha B .
\]

Inserting it, and \((\partial V/\partial T)_P=\alpha V\), gives

\[
C_p-C_V=TV\alpha^2B .
\]

For the glass,

\[
300\times27.31\times10^{-6}\times(1.5\times10^{-6})^2\times37\times10^{9}
=0.0007\ \text{J/(mol K)},
\]

with \(V\) in m3/mol and \(B\) in Pa. This is far below the rounding of \(C\). The glass expands so little that the distinction does not matter here.

**Anharmonicity.** In a real bond the level spacing changes with energy. To size the effect, replace the levels by

\[
k\theta\left[(n+\tfrac12)-a(n+\tfrac12)^2\right],\qquad a=0.005,
\]

where \(a\) is a rough value for a stiff bond stretch, assigned here to all nine modes. The spacing between levels \(n\) and \(n+1\) is \(k\theta[1-2a(n+1)]\), which shrinks to zero at \(n+1=1/(2a)=100\); the ladder is cut there. Summing over these levels numerically, with \(\theta\) held at 768.5 K, raises \(C\) by 1.7%. The lowest spacing is smaller by \(2a=1\%\), and a uniform narrowing by 1% would account for about 1% through the sensitivity found above. The rest comes from the further narrowing at higher \(n\). If \(\theta\) is instead refitted to the given \(C\), it becomes 781 K.

With this assumed \(a\), anharmonicity is the largest of the three effects for the glass: it moves the parameter \(\theta\) of the ladder by 13 K. Part of that is a matter of definition. The refitted lowest spacing is \(k\theta(1-2a)\), or about 773 K, only 5 K above the harmonic value. The shift is roughly proportional to \(a\), and a well that stiffens with energy (\(a<0\)) moves \(\theta\) down instead. Soft motions of the network need not follow this ladder, so the shift indicates a size, not a correction to be applied.

## Variation 1: quartz instead of glass

**Question.** Suppose that a quartz crystal had the same \(C_p=44.5\) J/(mol K) at 300 K. Its density is roughly 2.65 g/cm3 and its volume expansion coefficient roughly \(3.5\times10^{-5}\) per K; keep \(B=37\) GPa. Does the pressure correction still not matter?

**Solution.** The molar volume is \(60.083/2.65=22.67\) cm3/mol, so

\[
C_p-C_V=300\times22.67\times10^{-6}\times(3.5\times10^{-5})^2\times37\times10^{9}
=0.31\ \text{J/(mol K)} .
\]

The expansion coefficient enters squared. It is about 23 times that of the glass, which accounts for a factor of more than 500; the smaller molar volume takes back a little. The value to be inverted is now \(C_V=44.5-0.31=44.19\) J/(mol K), lower by 0.7%. By the sensitivity \(-0.99\), \(\theta\) rises by 0.7%, and inverting again gives a shift of 5.4 K, to about 774 K. The correction now exceeds the rounding error of 0.9 K, but it is still small beside the classical error of 68%.

## Variation 2: many frequencies instead of one

**Question.** The vibrations of silica do not share one frequency. Take a rough model with two modes per formula unit at 1100 cm\(^{-1}\) (1583 K), one at 800 cm\(^{-1}\) (1151 K), and six spread evenly from zero up to an edge \(\theta_m\). Choose \(\theta_m\) so that \(C(300\ \text{K})\) is again 44.5 J/(mol K). How well does the single \(\theta=768.5\) K do at other temperatures?

**Solution.** Independent modes add their heat capacities:

\[
C(T)=R\left[2E\!\left(\frac{1583\ \text{K}}{T}\right)+E\!\left(\frac{1151\ \text{K}}{T}\right)
+\frac{6}{\theta_m}\int_0^{\theta_m}E\!\left(\frac{\theta'}{T}\right)d\theta'\right].
\]

Numerical integration and a root search give \(\theta_m=943\) K, or 656 cm\(^{-1}\). With this edge held fixed, the two models compare as follows. The last column is the single Einstein temperature that would reproduce the spread model at that temperature.

| \(T\) (K) | \(C\), one \(\theta\) (J/(mol K)) | \(C\), spread (J/(mol K)) | effective \(\theta\) (K) |
|---|---|---|---|
| 100 | 2.0 | 17.4 | 449 |
| 400 | 55.5 | 52.8 | 832 |
| 1000 | 71.3 | 69.7 | 927 |

At 300 K they agree by construction. Relative to the spread model, the single oscillator is 88% too low at 100 K, 5% too high at 400 K and 2% too high at 1000 K.

The failure on cooling follows from the low-temperature limit in (b). A single quantum of 66 meV freezes out exponentially, while the spread model keeps soft modes that are still excited. The number at 100 K depends on the assumed even spread down to zero frequency. For \(T\ll\theta_m\) the two sharp groups are frozen and \(\int_0^\infty E(x)\,dx=\pi^2/3\), so the model gives \(C\approx2\pi^2RT/\theta_m\), which is 17.4 J/(mol K) at 100 K. This is linear in \(T\), whereas the heat capacity of a crystal falls as \(T^3\) at the lowest temperatures. The number should not be read as a prediction for silica.

At high temperature each mode contributes \(k[1-\theta_i^2/(12T^2)]\) to the heat capacity, where \(\theta_i\) is its own Einstein temperature. The sum depends only on the mean square, so the effective \(\theta\) tends to the root-mean-square value. An even spread from 0 to \(\theta_m\) has mean square \(\theta_m^2/3\), which gives

\[
\theta_{\rm rms}=\sqrt{\frac{2(1583)^2+(1151)^2+6(943)^2/3}{9}}\ \text{K}=950\ \text{K}.
\]

The effective temperature thus drifts from 449 K at 100 K, through 769 K at 300 K, towards 950 K. The value near 770 K is a property of silica's heat capacity at 300 K, not the frequency of a particular vibration.

**The real oxide.** The density and heat capacity used here are ordinary ones for silica glass, and a silicon device runs at roughly 300 to 400 K. The assumption of a single frequency limits the use of the fitted \(\theta\) at other temperatures. In the comparison above it costs about 5% at 400 K, and about 2% at a process temperature of 1000 K. These figures compare two harmonic models, not a model with measurements. Measured heat capacities also contain anharmonic and structural contributions; in quartz \(C_p\) rises above \(9R\) just below the α–β transition near 846 K, which neither model can reproduce. For a thin gate oxide the assumption of thermal isolation is also broken: heat flows into the silicon and the electrode during the pulse, so the rise of 0.61 K for 1 J/cm3 is an upper limit for that deposited energy, provided the neighbouring layers are not hotter than the oxide. How far the true rise then falls below it depends on the pulse length and the film thickness, which this calculation does not contain. In a working transistor the channel dissipates heat of its own and can warm the oxide by more; the oxide temperature is then set by conduction from the silicon, and 0.61 K is no bound.
